# Mixed C6 coefficients from like-pair coefficients and static polarisabilities

Time-dependent Hartree-Fock (TDHF) theory in the aug-cc-pVDZ basis gives a dispersion coefficient of 37.65 hartree bohr⁶ for two water molecules and 317.80 for two silane molecules. For one water and one silane the same spectra give 105.87. A formula that knows nothing of the spectra except the two like-pair coefficients and the two static polarisabilities gives 106.50, which is 0.6 % above the direct value. Yet the formula treats each molecule as if it had one excitation frequency, and for water the strength of that fictitious excitation is 4.62, against a total of 8.20 in the computed spectrum. How can so poor a picture of the spectrum give so good a coefficient?

## The statement and its conventions

Atomic units are used: $\hbar=e=m_e=4\pi\epsilon_0=1$. Two closed-shell bodies A and B are a distance $R$ apart, far enough for their electron clouds not to overlap and near enough for the Coulomb interaction to be taken as instantaneous. Their leading dispersion energy, averaged over independent orientations, is $-C_{AB}/R^6$. The coefficients for like pairs are $C_{AA}$ and $C_{BB}$, and $\alpha_A,\alpha_B$ are the orientation-averaged static dipole polarisabilities.

Suppose that the polarisability of each body at imaginary frequency has one pole,

$$\alpha_X(iu)=\frac{\alpha_X\,\omega_X^2}{\omega_X^2+u^2},\qquad X=A,B. \tag{1}$$

Then

$$C_{AB}=\frac{2\,C_{AA}C_{BB}}{\dfrac{\alpha_B}{\alpha_A}C_{AA}+\dfrac{\alpha_A}{\alpha_B}C_{BB}}. \tag{2}$$

Under (1) this is an identity. For real spectra, which have many poles, it is an approximation.

## First derivation: perturbation theory and the Casimir-Polder integral

The dipoles of the two bodies interact through

$$V=\sum_{ab}T_{ab}\,\mu^A_a\mu^B_b,\qquad T_{ab}=\frac{\delta_{ab}-3n_an_b}{R^3},$$

where $\mathbf n$ is the unit vector along the line of centres. With $\mathbf n$ along $z$, $T$ is diagonal with elements $(1,1,-2)/R^3$, so $\sum_{ab}T_{ab}^2=6/R^6$.

Dispersion is the part of the second-order energy in which both bodies are excited. Let A have excitation energies $\omega_m$ and real transition dipoles $\boldsymbol\mu_m$, and B have $\omega_n$ and $\boldsymbol\mu_n$. Then

$$E=-\sum_{mn}\frac{\big(\sum_{ab}T_{ab}\,\mu_{m,a}\,\mu_{n,b}\big)^2}{\omega_m+\omega_n}.$$

Averaging over the orientation of A replaces $\mu_{m,a}\mu_{m,c}$ by $\delta_{ac}|\boldsymbol\mu_m|^2/3$, and likewise for B. The squared sum becomes $\tfrac19|\boldsymbol\mu_m|^2|\boldsymbol\mu_n|^2\cdot 6/R^6$, and therefore

$$C_{AB}=\frac23\sum_{mn}\frac{|\boldsymbol\mu_m|^2|\boldsymbol\mu_n|^2}{\omega_m+\omega_n}. \tag{3}$$

The same transition dipoles fix the polarisability. An imaginary frequency describes a field that grows as $\mathcal E e^{ut}$. To first order the amplitude $c_m$ of excited state $m$ obeys $i\dot c_m=\omega_mc_m-\mu_m\mathcal Ee^{ut}$, where $\mu_m$ is the component along the field. Inserting $c_m=c\,e^{ut}$ gives $c=\mu_m\mathcal E/(\omega_m-iu)$. The induced dipole is $2\mu_m\,\mathrm{Re}\,c_m$, which equals $2\mu_m^2\omega_m/(\omega_m^2+u^2)$ times the field. Averaging over orientations and summing over states,

$$\alpha(iu)=\sum_m\frac{f_m}{\omega_m^2+u^2},\qquad f_m=\tfrac23\,\omega_m|\boldsymbol\mu_m|^2. \tag{4}$$

The $f_m$ are the oscillator strengths, all positive. Putting $|\boldsymbol\mu_m|^2=3f_m/(2\omega_m)$ into (3) gives the prefactor $\tfrac23\cdot\tfrac94=\tfrac32$:

$$C_{AB}=\frac32\sum_{mn}\frac{f_mf_n}{\omega_m\omega_n(\omega_m+\omega_n)}. \tag{5}$$

The sum $\omega_m+\omega_n$ in the denominator ties the two bodies together. An integral separates them. For $a,b>0$ and $a\neq b$, partial fractions give

$$\int_0^\infty\!\frac{du}{(a^2+u^2)(b^2+u^2)}=\frac{1}{b^2-a^2}\cdot\frac{\pi}{2}\Big(\frac1a-\frac1b\Big)=\frac{\pi}{2ab(a+b)}, \tag{6}$$

and the case $a=b$ follows by continuity. Reading (6) from right to left in each term of (5), and then using (4), yields the Casimir-Polder form

$$C_{AB}=\frac3\pi\int_0^\infty\alpha_A(iu)\,\alpha_B(iu)\,du. \tag{7}$$

Nothing has yet been assumed about the shape of the spectra. Now insert the single poles (1) and use (6) once more:

$$C_{AB}=\frac3\pi\,\alpha_A\alpha_B\omega_A^2\omega_B^2\,\frac{\pi}{2\omega_A\omega_B(\omega_A+\omega_B)}=\frac32\,\alpha_A\alpha_B\frac{\omega_A\omega_B}{\omega_A+\omega_B}. \tag{8}$$

For a like pair this becomes $C_{AA}=\tfrac34\alpha_A^2\omega_A$, so the two given numbers fix the frequency:

$$\omega_A=\frac{4C_{AA}}{3\alpha_A^2}. \tag{9}$$

Since $\omega_A\omega_B/(\omega_A+\omega_B)=1/(\omega_A^{-1}+\omega_B^{-1})$,

$$C_{AB}=\frac{\tfrac32\alpha_A\alpha_B}{\tfrac34\left(\alpha_A^2/C_{AA}+\alpha_B^2/C_{BB}\right)}=\frac{2\alpha_A\alpha_B}{\alpha_A^2/C_{AA}+\alpha_B^2/C_{BB}}.$$

Multiplying numerator and denominator by $C_{AA}C_{BB}/(\alpha_A\alpha_B)$ gives (2).

## Second derivation: the zero-point energy of two oscillators

Replace each body by a charge $q$ of mass $m$, bound isotropically with frequency $\omega$ to a fixed opposite charge. A static field $\mathcal E$ displaces the charge by $q\mathcal E/(m\omega^2)$, so $\alpha=q^2/(m\omega^2)$. In the mass-weighted displacement $\boldsymbol\xi=\sqrt m\,\mathbf r$ the potential energy is $\tfrac12\omega^2\xi^2$ and the dipole is $q\boldsymbol\xi/\sqrt m=\omega\sqrt\alpha\,\boldsymbol\xi$.

With the line of centres along $z$, the dipole coupling does not mix the Cartesian directions. For direction $k$ it is $g_k\,\xi^A_k\xi^B_k$, with

$$g_k=\omega_A\omega_B\sqrt{\alpha_A\alpha_B}\;\frac{t_k}{R^3},\qquad t_k=1,\,1,\,-2.$$

The squared normal frequencies $\Omega_\pm^2$ are the eigenvalues of the matrix with diagonal $\omega_A^2,\omega_B^2$ and off-diagonal element $g_k$. Their sum is the trace $\omega_A^2+\omega_B^2$, and their product is the determinant $\omega_A^2\omega_B^2-g_k^2$. Hence

$$(\Omega_++\Omega_-)^2=\omega_A^2+\omega_B^2+2\sqrt{\omega_A^2\omega_B^2-g_k^2}. \tag{10}$$

The ground-state energy for this direction is $\tfrac12(\Omega_++\Omega_-)$, with no approximation within the model. For large $R$ the root is $\omega_A\omega_B-g_k^2/(2\omega_A\omega_B)$ to leading order. The right side of (10) is then $(\omega_A+\omega_B)^2-g_k^2/(\omega_A\omega_B)$. Taking the square root to the same order,

$$\Omega_++\Omega_-\simeq\omega_A+\omega_B-\frac{g_k^2}{2\omega_A\omega_B(\omega_A+\omega_B)}.$$

Half the last term is the energy shift. Summing over directions with $\sum_kt_k^2=6$,

$$\Delta E=-\frac{6}{4}\,\frac{\omega_A\omega_B\,\alpha_A\alpha_B}{(\omega_A+\omega_B)R^6}.$$

This is (8) again, reached without transition dipoles or a frequency integral. The attraction arises because the coupling lowers one normal frequency by more than it raises the other.

The elimination can be read as an averaging rule. The shift gives

$$\frac{\alpha_A\alpha_B}{C_{AB}}=\frac23\Big(\frac1{\omega_A}+\frac1{\omega_B}\Big).$$

For two equal oscillators it gives $\alpha_A^2/C_{AA}=\tfrac43\,\omega_A^{-1}$. Therefore

$$\frac{\alpha_A\alpha_B}{C_{AB}}=\frac12\left(\frac{\alpha_A^2}{C_{AA}}+\frac{\alpha_B^2}{C_{BB}}\right), \tag{11}$$

which is (2) rearranged. The quantity that averages is the ratio of a product of polarisabilities to a dispersion coefficient, which is proportional to a response time.

Equation (11) shows two limits. If $\omega_A=\omega_B$, the two terms on the right are equal, each is their geometric mean $\alpha_A\alpha_B/\sqrt{C_{AA}C_{BB}}$, and $C_{AB}=\sqrt{C_{AA}C_{BB}}$. If $\omega_B\gg\omega_A$, the second term drops out and $C_{AB}\to2C_{AA}\,\alpha_B/\alpha_A$. The fast body follows the fluctuating field of the slow one as it would follow a static field, so its own dispersion coefficient no longer matters.

## What each derivation assumes

Both derivations take the dipole coupling, no overlap and no retardation, and both need one frequency per body. They differ in where the simplification enters.

The first treats the coupling to second order but allows any spectrum up to (7). The single pole enters in the last step, as a statement about the function $\alpha(iu)$, and can be withdrawn again to find its error. The second assumes from the start that matter is harmonic, but it treats the coupling fully. It therefore shows where the expansion in $1/R$ fails: the root in (10) is real for all $k$ if $4\alpha_A\alpha_B<R^6$. For water and silane, with $\alpha_A\alpha_B=8.169\times29.933=244.5$ bohr⁶, this requires $R>3.15$ bohr, or 0.167 nm. At 0.50 nm, $4\alpha_A\alpha_B/R^6$ is about 0.0014, so higher orders in the dipole coupling of this pair are negligible. The oscillator model has no means of judging how well one oscillator represents a molecule. That question belongs to the first derivation.

## The error for real spectra

Write $a(u)=\alpha_A(iu)/\alpha_A$ and $b(u)=\alpha_B(iu)/\alpha_B$. These shapes start at 1 and fall to zero. Let $I_{aa}=\int_0^\infty a^2du$, and define $I_{bb}$ and $I_{ab}$ in the same way. By (7), $C_{AB}=(3/\pi)\alpha_A\alpha_BI_{ab}$ and $C_{AA}=(3/\pi)\alpha_A^2I_{aa}$. Putting the like-pair values into (11) gives the rule's prediction

$$C_{\rm rule}=\frac3\pi\,\alpha_A\alpha_B\,\frac{2I_{aa}I_{bb}}{I_{aa}+I_{bb}}.$$

The rule thus replaces the overlap $I_{ab}$ by the harmonic mean of $I_{aa}$ and $I_{bb}$. Both can be compared with the arithmetic mean. Expanding $(a-b)^2$ under the integral gives

$$I_{ab}=\frac{I_{aa}+I_{bb}}2-\frac12\int_0^\infty(a-b)^2du,$$

and $4I_{aa}I_{bb}=(I_{aa}+I_{bb})^2-(I_{aa}-I_{bb})^2$ gives

$$\frac{2I_{aa}I_{bb}}{I_{aa}+I_{bb}}=\frac{I_{aa}+I_{bb}}2-\frac{(I_{aa}-I_{bb})^2}{2(I_{aa}+I_{bb})}.$$

Subtracting,

$$C_{\rm rule}-C_{AB}=\frac{3\alpha_A\alpha_B}{2\pi}\left[\int_0^\infty(a-b)^2du-\frac{(I_{aa}-I_{bb})^2}{I_{aa}+I_{bb}}\right]. \tag{12}$$

This holds for any spectra of the form (4). Both terms are quadratic in the difference of shapes, so a small difference produces an error of second order. The error vanishes when the shapes coincide, however many poles they have, and also when each body has one pole. This answers the opening question: the rule does not need each spectrum to look like a single line. It is enough that the two response curves have similar shapes, or that the two terms in (12) nearly cancel, as they do exactly for two single poles.

For water and silane the terms of (12) can be found from the coefficients. Equation (9) and $I_{aa}=\pi C_{AA}/(3\alpha_A^2)=\pi\omega_A/4$ give 0.591 hartree for water and 0.371 for silane. The direct $C_{AB}$ gives $I_{ab}=0.4534$ hartree. The first term of (12) is then 6.47 hartree bohr⁶ and the second 5.84, leaving the error of 0.63 hartree bohr⁶. Most of the difference in shape is a difference in width. The harmonic mean handles this well but not exactly: let water's curve be narrowed until its $\int a^2du$ matches silane's. For water paired with this narrowed copy of itself, a pure difference in width, the rule is 0.5 % too low. For the narrowed copy paired with silane, the second term of (12) vanishes and the rule is 0.14 % too high.

The sign is not fixed. Take A with one pole at frequency 1, and let B have two poles that share its static polarisability equally. With B's poles at 0.3 and 5, the rule is 15.9 % too high. With poles at 0.02 and 1, it is 17.1 % too low. In the second model the slow pole supplies half of $\alpha_B$, but all the terms that contain it, cross terms included, make up only 9 % of $I_{bb}$ and 4 % of $I_{ab}$. A body with a strong response at very low frequency, well separated from the rest, is thus a case where the rule can fail.

There is also an upper bound. The Cauchy-Schwarz inequality applied to (7) gives $C_{AB}\le\sqrt{C_{AA}C_{BB}}$ for any spectra. The rule respects this bound, because a harmonic mean does not exceed a geometric mean.

## Why the fitted frequency is not an excitation energy

Equation (9) gives 0.752 hartree for water, while the lowest singlet TDHF excitation lies at 0.317. For silane the values are 0.473 and 0.361. Adding more diffuse functions lowers these excitation energies by less than 0.001 hartree. The fitted pole reproduces $\alpha(0)$ and $\int\alpha^2du$, and it can do so only by misplacing strength.

To see this, set $t=u^2$ and $S_k=\sum_mf_m/(\omega_m^2+t)^k$, so that $\alpha=S_1$, $S_1'=-S_2$ and $S_2'=-2S_3$. Then

$$\Big(\frac1\alpha\Big)''=\Big(\frac{S_2}{S_1^2}\Big)'=\frac{2(S_2^2-S_1S_3)}{S_1^3}\le0$$

by Cauchy-Schwarz, with strict inequality if there are at least two distinct frequencies. The reciprocal of the true curve is thus concave in $t$, whereas that of a single pole is a straight line. They agree at $t=0$, so they can meet at most once more. They must meet, since otherwise one curve would lie above the other throughout and the integrals of $\alpha^2$ would differ. The true $\alpha(iu)$ therefore lies below the fitted pole at small $u$ and above it at large $u$.

Beyond the crossing the concave curve rises less steeply than the line. At large $t$ its slope tends to $1/\sum_mf_m$, while the line has slope $1/(\alpha\omega^2)$. Hence $\alpha\omega^2<\sum_mf_m$: the fitted strength falls short of the total, as the 4.62 and 8.20 of water show. The static polarisability shows where the shortfall comes from. Since $\alpha=\sum_mf_m/\omega_m^2$, the fitted strength is $\alpha\omega^2=\sum_mf_m\,\omega^2/\omega_m^2$. A line above the fitted frequency counts in it for less than its own strength, and a line below for more. The shortfall is therefore due to the lines above the fitted frequency.

Fixing the pole by the total strength, $\omega=\sqrt{\sum_mf_m/\alpha}$, would raise both frequencies and hence (8). For water and silane it gives 128.9 hartree bohr⁶ in this basis, 22 % above the direct value. The total strength converges slowly with the basis. In a complete basis the TDHF strengths sum to the number of electrons, 10 and 18, and with the same polarisabilities the estimate would be about 167 hartree bohr⁶, 58 % above the direct value. Using the lowest excitation energies in (8) gives about 62, which is 42 % below it. The like-pair coefficient is what makes the single pole useful.

## Water near hydrogen-terminated silicon

Water can serve as the oxidant in atomic layer deposition, and a hydrogen-terminated silicon surface is a possible starting point. Here SiH₄ stands in for one surface Si-H site, which in reality has three Si-Si bonds. A rough estimate from bond contributions counts such a site as one Si-H bond plus half of each of three Si-Si bonds, taken from SiH₄ and Si₂H₆ (Si-H 0.148 nm, Si-Si 0.233 to 0.235 nm, same basis). It gives the site a static polarisability 7 to 9 % below that of silane and a coefficient with water about 20 % smaller. The estimate is a difference of large numbers and is sensitive to the geometry assumed. For water (A) and silane (B), the two terms in the denominator of (2) are

$$\frac{29.933}{8.169}\times37.65=138.0,\qquad\frac{8.169}{29.933}\times317.80=86.7,$$

and $C_{AB}=2\times37.65\times317.80/224.7=106.5$ hartree bohr⁶, or 0.0636 meV nm⁶.

The other pairs of four small hydrides show how the rule compares with the geometric mean. Errors are relative to the direct TDHF coefficient.

| Pair | Rule, % | Geometric mean, % |
|---|---|---|
| H₂O-NH₃ | −0.01 | +0.37 |
| H₂O-CH₄ | +0.24 | +0.78 |
| H₂O-SiH₄ | +0.60 | +3.32 |
| NH₃-CH₄ | +0.06 | +0.08 |
| NH₃-SiH₄ | +0.39 | +1.45 |
| CH₄-SiH₄ | +0.08 | +0.90 |

The largest errors of both formulas occur for water and silane, whose fitted frequencies differ most. These molecules are chemically similar, so the table does not establish the same accuracy for metals or ionic solids.

At 0.50 nm the energy with one site is $-0.0636/0.50^6=-4.1$ meV. A pairwise sum over a triangular layer of sites, with a spacing of about 0.38 nm and the molecule above one site, gives about −13 meV. At a rough process temperature of 473 K, $kT$ is 40.8 meV, about three times as large. That comparison is specific to 0.50 nm: at 0.42 nm the same undamped sum would be −26 meV. Neither figure includes the short-range repulsion, so the comparison does not decide whether the molecule stays on the surface.

For the real surface, the 0.6 % error of the rule is among the smaller uncertainties. The next multipole term, dipole-quadrupole dispersion in $R^{-8}$, is 46 % of the $R^{-6}$ term at 0.50 nm and 11.5 % at 1.0 nm; the larger aug-cc-pVTZ basis raises these figures to about 50 % and 12 %. At shorter distances overlap damps both terms, and the undamped expansion is no longer reliable. Induction by water's permanent dipole adds 17.5 % to the coefficient when averaged over orientations, 8.8 % with the dipole across the line of centres and 35 % with it along that line. Using MP2 values for the dipole and the polarisabilities lowers the average to about 14 %. With the line of centres along different molecular axes of water, the coefficient ranges from 100 to 112 hartree bohr⁶, or from 104 to 114 if water is treated in the larger aug-cc-pVTZ basis. The three-body energy of water with two neighbouring sites is repulsive and 2 % of the two water-site energies. Summed over all pairs of sites in the top layer, it grows to about 12.5 % of the layer's pairwise energy. Retardation removes 0.07 % at this distance. The silicon below the top sites, treated crudely as more silane-like sites on the Si(111) lattice, would add about −12 meV. Of this, −7.0 meV comes from the lower half of the first bilayer, only 0.078 nm below the top sites, and −4.6 meV from the bilayers beneath. The −5.29 meV in the output leaves out that half-layer and puts both halves of each deeper bilayer at one height. Bulk silicon screens and responds collectively, which a pairwise sum ignores. If silicon is described by a static permittivity of 11.7 and a single pole at 0.15 to 0.18 hartree, its long-range attraction for water is only 50 to 60 % of the pairwise result. The −12 meV is therefore likely to be a large overestimate and should not be added as a correction. Hydrogen bonding, short-range repulsion and reaction are absent, and the result is not an adsorption energy.

The inputs matter more than the rule. In the aug-cc-pVDZ basis, electron correlation at the MP2 level raises the static polarisability of water from 8.17 to 9.22 bohr³ and that of silane from 29.9 to 30.9. The convergence of the MP2 values with the basis was not tested. With the fitted strengths $\alpha\omega^2$ held fixed, which is an assumption, $C_{AB}$ rises to about 120 hartree bohr⁶, or by 13 %. Going to the larger aug-cc-pVTZ basis raises the water-water coefficient by 4.5 % and lowers the silane-silane coefficient by 1.4 %. The direct water-silane coefficient rises by 2.0 %, to 108.0 hartree bohr⁶, and the error of the rule changes from 0.60 % to 0.43 %. These shifts are not the full basis error: a second set of diffuse functions added to aug-cc-pVDZ raises the TDHF polarisability of water from 8.17 to 8.55 bohr³, beyond the 8.46 of aug-cc-pVTZ, while that of silane moves only from 29.93 to 29.98.

The polarisabilities and like-pair coefficients must also come from consistent sources. Differentiating (11) at fixed like-pair coefficients gives

$$\frac{\partial\ln C_{AB}}{\partial\ln\alpha_B}=1-\frac{2\,\alpha_B^2/C_{BB}}{\alpha_A^2/C_{AA}+\alpha_B^2/C_{BB}},$$

which is −0.23 here. Raising silane's polarisability alone by 1 % lowers the predicted coefficient by 0.23 %. At fixed $C_{BB}$ a larger $\alpha_B$ implies a slower oscillator, and for the slower body of a pair, here silane, this outweighs the direct gain from $\alpha_B$. For the faster body the sign is reversed. The numerical output below lists the values used.

## Table of computed values

```
TDHF/aug-cc-pVDZ; C6 in hartree bohr^6, alpha in bohr^3
H2O: alpha 8.169, C6 37.65, pole 0.7523 hartree
  lowest excitation 0.3167 hartree; strength: pole 4.62, total 8.20
NH3: alpha 12.594, C6 75.27, pole 0.6328 hartree
  lowest excitation 0.2718 hartree; strength: pole 5.04, total 8.42
CH4: alpha 16.019, C6 117.71, pole 0.6116 hartree
  lowest excitation 0.4048 hartree; strength: pole 5.99, total 8.63
SiH4: alpha 29.933, C6 317.80, pole 0.4729 hartree
  lowest excitation 0.3612 hartree; strength: pole 6.69, total 8.77
Pair: direct C6, rule C6, geometric mean; errors in %
H2O-NH3: 53.04, 53.04, 53.23; -0.01, +0.37
H2O-CH4: 66.06, 66.22, 66.57; +0.24, +0.78
H2O-SiH4: 105.87, 106.50, 109.38; +0.60, +3.32
NH3-CH4: 94.06, 94.12, 94.13; +0.06, +0.08
NH3-SiH4: 152.45, 153.04, 154.67; +0.39, +1.45
CH4-SiH4: 191.68, 191.82, 193.41; +0.08, +0.90
Two-pole models, rule error: +15.9 %, -17.1 %
Error ratio when shape difference is doubled: 3.920
H2O-SiH4 C6 by rule: 0.06364 meV nm^6
H2O-SiH4 C6, poles from total strength: 128.89 hartree bohr^6
Height 0.50 nm, site spacing 0.384 nm
One-site energy: -4.073 meV
Top-layer energy: -12.655 meV
kT at 473 K: 40.76 meV
Neglected effects, H2O-SiH4:
C8: 4349 hartree bohr^8
C8 term / C6 term at 0.50 nm: 46.0 %
C8 term / C6 term at 1.00 nm: 11.5 %
Water dipole: 0.7873 e bohr
Induction C6: 18.55 hartree bohr^6, 17.5 % of dispersion
C6 over water orientations: 100.25 to 111.90 hartree bohr^6
Three-body energy, two sites: +0.1074 meV, 2.11 % of pair sum size
Retardation loss at 0.50 nm: 0.0705 %
Deeper layers, crude pair sum (bilayer 0.314 nm): -5.29 meV
MP2 alpha: H2O 9.221, SiH4 30.940 bohr^3
C6 with MP2 alpha, fixed pole strengths: 120.14 hartree bohr^6
H2O in aug-cc-pVTZ: alpha 8.456 bohr^3, C6 39.36 hartree bohr^6
```
